\section*{Phonon damping by uncorrelated elastic disorder in d dimensions}

\section{A long wave in a disordered solid}

A transverse sound wave of frequency 0.6 THz in a silica-like glass has a wavelength of about 6 nm. The local stiffness of the glass varies over a much shorter length, here taken as 0.4 nm. The wave averages over many stiff and soft spots, yet what remains of their fluctuations scatters it. How does the resulting damping depend on frequency, and what does the dimension of space do?

The disorder is static and lossless. ``Damping'' therefore means decay of the mean wave through scattering and dephasing, not conversion into heat. I write the mean amplitude as $e^{-\Gamma t/2}$, so $\Gamma$ is an energy rate.

\section{The simplest case: a scalar wave}

Let the density $\rho$ be uniform and the modulus be $\mu_0[1+m(\mathbf r)]$, with $\langle m\rangle=0$. With time factor $e^{-i\omega t}$,
\begin{equation}
\omega^2u=Hu,\qquad Hu=-\frac1\rho\nabla\cdot[\mu_0(1+m)\nabla u],\qquad c^2=\frac{\mu_0}{\rho}.
\end{equation}
The disorder is described by
\begin{equation}
\langle m(\mathbf r)m(\mathbf r')\rangle=B(\mathbf r-\mathbf r'),\quad
S(\mathbf Q)=\int B(\mathbf r)e^{-i\mathbf Q\cdot\mathbf r}d^dr,\quad W=S(0).
\end{equation}
``Spatially uncorrelated'' means that $B$ has a range $\xi$ with $k\xi\ll1$, so that $S(\mathbf Q)\simeq W$ for every momentum transfer on the shell $|\mathbf k'|=k$. I require $0<W<\infty$.

In a box of volume $V$, integration by parts between normalized plane waves gives
\begin{align}
M_{\mathbf k'\mathbf k}&=\frac{c^2}{V}\int m\,(\nabla e^{-i\mathbf k'\cdot\mathbf r})\cdot(\nabla e^{i\mathbf k\cdot\mathbf r})\,d^dr
=\frac{c^2}{V}(\mathbf k\cdot\mathbf k')\,\tilde m(\mathbf k'-\mathbf k),\\
\langle|M_{\mathbf k'\mathbf k}|^2\rangle&=\frac{c^4}{V}(\mathbf k\cdot\mathbf k')^2S(\mathbf k'-\mathbf k),
\end{align}
because $(-i\mathbf k')\cdot(i\mathbf k)=\mathbf k'\cdot\mathbf k$ and $\langle|\tilde m(\mathbf Q)|^2\rangle=VS(\mathbf Q)$.

Expand the response $(\omega^2+i0-H)^{-1}$ in $M$ and average. The first-order term vanishes with $\langle m\rangle$. The second-order term is diagonal in $\mathbf k$, since the disorder is statistically uniform. Summing its repetitions gives the mean response $1/(\omega^2-c^2k^2-\Sigma)$, with
\begin{equation}
\Sigma=\sum_{\mathbf k'}\frac{\langle|M_{\mathbf k'\mathbf k}|^2\rangle}{\omega^2-c^2k'^2+i0}.
\end{equation}
This is the Born approximation for $\Sigma$; it needs weak disorder and $\Gamma\ll\omega$. At the pole put $\omega\to\omega-i\Gamma/2$. Then $\omega^2\to\omega^2-i\omega\Gamma$ to first order in $\Gamma$, so $\Gamma=-\operatorname{Im}\Sigma/\omega$.

Now use $\operatorname{Im}(x+i0)^{-1}=-\pi\delta(x)$ and $\sum_{\mathbf k'}\to V\int d^dk'/(2\pi)^d$. Let $S_d=2\pi^{d/2}/\Gamma_{\rm E}(d/2)$ be the area of the unit sphere, with $\Gamma_{\rm E}$ Euler's gamma function, and $K_d=S_d/(2\pi)^d$. The angular average of $(\mathbf k\cdot\mathbf k')^2$ is $k^2k'^2/d$, hence
\begin{align}
\Gamma&=\frac{\pi c^4W}{\omega}\frac{K_dk^2}{d}\int_0^\infty k'^{d+1}\delta(\omega^2-c^2k'^2)\,dk'\\
&=\frac{\pi c^4W}{\omega}\frac{K_dk^2}{d}\frac{k^d}{2c^2}
=\frac{\pi K_d}{2d}\,W\,c\,k^{d+1}.\label{scalar}
\end{align}
The integral follows from $\delta(\omega^2-c^2k'^2)=\delta(k'-k)/(2c^2k)$ at $k=\omega/c$.

The power has three sources. The density of states in the variable $\omega^2$ gives $\omega^{d-2}$. The modulus couples to a gradient of each wave, so the squared vertex gives $\omega^4$. Converting from $\omega^2$ to $\omega$ divides by $\omega$. The total is $\omega^{d+1}$. In three dimensions $K_3=1/(2\pi^2)$ and $\Gamma=W\omega^4/(12\pi c^3)$.

\subsection{Limit: one dimension}

Here $\pi K_1=1$ and (\ref{scalar}) gives $\Gamma=Wck^2/2$. A direct calculation shows what this contains. To first order the scattered wave obeys $u_1''+k^2u_1=-(mu_0')'$ with $u_0=e^{ikx}$. The outgoing Green function is $e^{ik|x-x'|}/(2ik)$. After integration by parts, the reflected and the extra transmitted amplitudes are
\begin{equation}
r=\frac{ik}{2}\int m\,e^{2ikx}dx,\qquad t_1=-\frac{ik}{2}\int m\,dx .
\end{equation}
For a length $L$, $\langle|r|^2\rangle=k^2WL/4$, which is a loss rate $Wck^2/4$. The transmitted term is a pure phase $\phi$ with $\langle\phi^2\rangle=k^2WL/4$. It multiplies the mean amplitude by $1-\langle\phi^2\rangle/2$, and so the intensity of the mean wave by $1-\langle\phi^2\rangle$: again a rate $Wck^2/4$. The sum agrees with (\ref{scalar}). Half of the one-dimensional damping is therefore dephasing between samples, not loss of forward energy.

\subsection{Limit: dilute inclusions}

Place inclusions of volume $v$ and relative contrast $\delta$ at random, with number density $n$. Each contributes $(\delta v)^2$ to the integrated correlation, so $W=n\delta^2v^2$. Independent scatterers with cross-section $\sigma$ give $\Gamma=nc\sigma$. Equation (\ref{scalar}) thus predicts
\begin{equation}
\sigma=\frac{\pi K_d}{2d}\,\delta^2v^2k^{d+1}.
\end{equation}
This was tested against the partial-wave solution for a ball of radius $R$, which satisfies the boundary conditions without a Born expansion. With $\delta=10^{-3}$ and $kR=0.02$, the ratio of the two cross-sections lies between 0.9977 and 0.9994 for $d=1$ to 4. The exponents between $kR=0.02$ and 0.03 are 1.999, 2.999, 4.000 and 5.000.

\subsection{A medium that is random everywhere}

A second test followed plane waves in time on a square lattice of $128\times128$ sites, with unit spacing, density and mean modulus. The modulus had an independent value at each site, with rms fluctuation 0.2, and 24 samples were averaged. Observation stopped at time 120, before a wave could cross the periodic box. The fitted decay rates were $3.18\times10^{-4}$ at $\omega=0.387$ and $2.65\times10^{-3}$ at $\omega=0.761$. They lie 10\% and 20\% above (\ref{scalar}). The exponent between them is 3.13, against 3 expected. Other sets of 24 samples move the lower rate by up to 6\% and the upper by about 1\%, and give exponents from 3.06 to 3.14, so the last digits are not significant. Finite sampling, lattice dispersion and higher Born orders can all enter these differences; the test does not separate them. It supports the exponent, and the prefactor at the level of tens of per cent.

\section{Generalization to an elastic solid}

Let an isotropic solid have moduli $\lambda+\delta\lambda(\mathbf r)$ and $\mu+\delta\mu(\mathbf r)$. Its speeds satisfy $\rho c_L^2=\lambda+2\mu$ and $\rho c_T^2=\mu$. Denote by $W_{\lambda\lambda}$, $W_{\lambda\mu}$ and $W_{\mu\mu}$ the integrated correlations of the absolute fluctuations.

The perturbation of the elastic energy couples divergences through $\delta\lambda$ and strains through $2\delta\mu$. For $\mathbf u=\mathbf e\,e^{i\mathbf k\cdot\mathbf r}$ the divergence is $i\mathbf k\cdot\mathbf e$ and the strain is $i(k_ie_j+k_je_i)/2$. Contracting with the outgoing wave gives the vertex
\begin{equation}
\delta\lambda(\mathbf k\cdot\mathbf e)(\mathbf k'\cdot\mathbf e')+\delta\mu\big[(\mathbf k\cdot\mathbf k')(\mathbf e\cdot\mathbf e')+(\mathbf k\cdot\mathbf e')(\mathbf k'\cdot\mathbf e)\big],
\end{equation}
to be divided by $\rho V$ after Fourier transformation. By isotropy the averaged self-energy does not mix $L$ with $T$, and it is the same for all transverse polarizations.

Let $\mathbf n,\mathbf n'$ be the unit wave vectors, $x=\mathbf n\cdot\mathbf n'$ and $s=\mathbf e\cdot\mathbf n'$. With $kk'$ taken out, the squared vertices, summed over outgoing polarizations, are as follows.

\begin{itemize}
\item $L\to L$: the vertex is $\delta\lambda+2x^2\delta\mu$.
\item $L\to T$: it is $2x(\mathbf n\cdot\mathbf e')\delta\mu$, and $\sum_{\mathbf e'}(\mathbf n\cdot\mathbf e')^2=1-x^2$.
\item $T\to L$: it is $2xs\,\delta\mu$.
\item $T\to T$: it is $[x(\mathbf e\cdot\mathbf e')+s(\mathbf n\cdot\mathbf e')]\delta\mu$. The polarization sums are $\sum(\mathbf e\cdot\mathbf e')^2=1-s^2$, $\sum(\mathbf n\cdot\mathbf e')^2=1-x^2$ and $\sum(\mathbf e\cdot\mathbf e')(\mathbf n\cdot\mathbf e')=-sx$. The square sums to $x^2+s^2-4x^2s^2$.
\end{itemize}

Isotropy requires $\langle n'_in'_jn'_kn'_l\rangle=a(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Contracting both pairs gives $a(d^2+2d)=1$. Hence $\langle x^2\rangle=\langle s^2\rangle=1/d$, $\langle x^4\rangle=3/[d(d+2)]$ and $\langle x^2s^2\rangle=1/[d(d+2)]$. The averages are
\begin{align}
A_{LL}&=W_{\lambda\lambda}+\frac{4W_{\lambda\mu}}d+\frac{12W_{\mu\mu}}{d(d+2)},&
A_{LT}&=\frac{4(d-1)W_{\mu\mu}}{d(d+2)},\nonumber\\
A_{TL}&=\frac{4W_{\mu\mu}}{d(d+2)},&
A_{TT}&=\frac{2W_{\mu\mu}}{d+2}.
\end{align}
Transverse entries apply for $d\ge2$. The shell integral is the previous one, with $q_b=\omega/c_b$ for the outgoing wave:
\begin{align}
\Gamma_a&=\frac{\pi K_d}{\omega\rho^2}\sum_bA_{ab}\,q_a^2\,\frac{q_b^d}{2c_b^2}
=\frac{\pi K_d}{2\rho^2}\,\omega^{d+1}\sum_b\frac{A_{ab}}{c_a^2c_b^{d+2}}.\label{main}
\end{align}
Mode conversion changes the coefficient and leaves the power alone.

Two checks can be made by hand. Replacing the sum by one scalar channel with $A=\mu_0^2W/d$ and $\rho^2c^4=\mu_0^2$ returns (\ref{scalar}). In equilibrium the flow from $L$ to $T$ must balance the reverse flow. The densities of states are proportional to $c_L^{-d}$ and $(d-1)c_T^{-d}$, so the rates must satisfy $\Gamma_{LT}/\Gamma_{TL}=(d-1)(c_L/c_T)^d$, which (\ref{main}) gives.

The four channels were also tested in $d=2$ against the elastic boundary-value solution for a cylinder of unit radius. With $\rho=\mu=1$, $\lambda=1.3$, $\delta\lambda=0.7\times10^{-3}$, $\delta\mu=10^{-3}$ and $\omega=0.04$, the ratios to (\ref{main}) lie between 0.9979 and 0.9987.

\subsection{Density fluctuations}

If the density is $\rho(1+\eta)$, the wave equation gains the perturbation $-\omega^2\eta$, with polarization factor $\mathbf e\cdot\mathbf e'$. For an incoming transverse wave the averaged squares are $(d-1)/d$ into $T$ and $1/d$ into $L$. With $W_\rho$ the integrated correlation of $\eta$,
\begin{equation}
\Gamma_{T,\rho}=\frac{\pi K_d}{2}\omega^{d+1}W_\rho\left[\frac{d-1}{d\,c_T^d}+\frac1{d\,c_L^d}\right].
\end{equation}
The power is unchanged: $\omega^4$ now comes from inertia instead of gradients. Interference with modulus scattering averages to zero in $\Gamma$ when the spectra are constant on the shell, even if density and modulus fluctuate together, because the product of the two vertices is odd under $\mathbf n'\to-\mathbf n'$. It survives at order $q^2\xi^2$, and at full strength in the momentum-loss rate, where the weight $1-x$ has an odd part.

\section{Where short range matters}

The velocity shift is more delicate than the damping. In the scalar model, take $\omega,k\to0$ in the denominator of $\Sigma$:
\begin{equation}
\Sigma\to-c^2\int\frac{d^dk'}{(2\pi)^d}\frac{(\mathbf k\cdot\mathbf k')^2}{k'^2}S(\mathbf k')
=-c^2k^2\frac{\langle m^2\rangle}{d}.
\end{equation}
A constant $S$ up to infinite $k'$ makes the local variance $\langle m^2\rangle$ infinite. Strict delta correlation therefore needs a cut-off; the long-wave damping in the Born approximation needs only $S$ at small $Q$.

For a transverse wave in $d=3$ with $\delta\lambda=0$ and relative rms $\gamma$ of $\mu$, the same step with the vector averages gives
\begin{equation}
-\frac{\delta c_T^2}{c_T^2}=\gamma^2\left[\frac25+\frac4{15}\frac{c_T^2}{c_L^2}\right].\label{drop}
\end{equation}
Static solutions for random periodic solids, with $\gamma=0.1$ and 60 samples each, gave 1.02 and 1.04 times this drop at $\lambda/\mu=0$ and 20.

A convenient finite-range model is $B=\gamma^2e^{-r^2/\xi^2}$. Completing the square in its Fourier integral gives, in $d=3$,
\begin{equation}
S(Q)=\gamma^2\pi^{3/2}\xi^3e^{-Q^2\xi^2/4}.
\end{equation}
For $T\to T$ scattering $Q^2=2q_T^2(1-x)$, and the squared vertex is even in $\mathbf n'$. The first correction to this channel is therefore the factor $1-q_T^2\xi^2/2$.

Long-range correlations can change the law itself. If $S(Q)\propto Q^p$ with $p<0$ at small $Q$ and the angular integral converges, every $Q$ on the shell scales with $\omega$, and the Born power becomes $d+1+p$. For $p>0$ the same count holds only at lowest order in the disorder. Fluctuations of $m^2$, for instance, need not vanish at small $Q$, and such higher-order terms can restore the power $d+1$ at the longest waves.

\section{A silica-like glass at 10 K}

Take $\rho=2200$ kg/m$^3$, $c_L=5.90$ nm/ps and $c_T=3.75$ nm/ps, rough values typical of silica glass. The disorder parameters are model choices: $\gamma=0.40$, $\xi=0.40$ nm and $\delta\lambda=0$. Then
\begin{equation}
\frac{W_{\mu\mu}}{\mu^2}=0.40^2\,\pi^{3/2}(0.40\ {\rm nm})^3=0.0570\ {\rm nm}^3.
\end{equation}
In $d=3$, $\pi K_3/2=1/(4\pi)$. With $\mu^2/\rho^2=c_T^4$, (\ref{main}) becomes
\begin{equation}
\Gamma_T=\frac{\omega^4}{4\pi c_T^3}\frac{W_{\mu\mu}}{\mu^2}\left[\frac25+\frac4{15}\left(\frac{c_T}{c_L}\right)^5\right].
\end{equation}
At 0.6 THz, $\omega=3.77$ rad/ps. The $T\to T$ channel gives 6.95 ns$^{-1}$ and $T\to L$ gives 0.48 ns$^{-1}$, in total $\Gamma_T=7.43$ ns$^{-1}$. The mean free path $c_T/\Gamma_T$ is 505 nm, some 80 wavelengths, and $\Gamma_T/\omega=2.0\times10^{-3}$. At half the frequency the law gives $7.43/16=0.46$ ns$^{-1}$.

For the longitudinal wave the total is 4.33 ns$^{-1}$, of which 3.75 ns$^{-1}$ is conversion to transverse waves. If the bulk modulus were uniform instead of $\lambda$, then $\delta\lambda=-2\delta\mu/3$, and the total would be 4.00 ns$^{-1}$.

\subsection{Corrections within the elastic model}

Here $q_T\xi=0.40$, and the finite range multiplies $\Gamma_T$ by 0.925. Equation (\ref{drop}) gives an 8.1\% drop of $c_T^2$. If 3.75 nm/ps is read as the speed before this drop, using the lowered speed at fixed $W_{\mu\mu}$, $\rho$ and $c_L$ raises $\Gamma_T$ by a factor 1.33. This is only one part of the higher-order correction. Terms that change the scattering strength itself are not included: some are of the same relative order $\gamma^2$, and a skewed distribution of $\mu$ adds a third-moment term of relative order $\gamma$. An effective-medium estimate for spherical grains at $\gamma=0.40$ gives a net factor of 1.4 for a uniform distribution, 0.97 for a log-normal one, and 0.7 or 3 for two-valued ones with 20\% stiff or 20\% soft grains. Neither the size nor the sign of the net correction follows from $\gamma$ alone. Density fluctuations of 5\% rms with the same $\xi$ add 0.20 ns$^{-1}$ in the long-wave law; with the finite range kept, the addition runs from 0.12 to 0.26 ns$^{-1}$ as density and modulus go from fully correlated to fully anticorrelated.

\subsection{Tunnelling states}

Glasses also contain two-level systems with asymmetry $\Delta$, tunnelling energy $\Delta_0$ and splitting $E=(\Delta^2+\Delta_0^2)^{1/2}$. A strain $e_0\cos\omega t$ with coupling $g$ has transition element $ge_0\Delta_0/(2E)$. Let the density of systems be $P\,d\Delta\,d\Delta_0/\Delta_0$ for positive arguments. With $\Delta_0=E\sin\varphi$,
\begin{equation}
\int\frac{d\Delta\,d\Delta_0}{\Delta_0}\frac{\Delta_0^2}{E^2}\delta(E-\hbar\omega)=\int_0^{\pi/2}\sin\varphi\,d\varphi=1.
\end{equation}
The golden rule, the population difference $\tanh(\hbar\omega/2k_BT)$ and the wave energy density $\rho c_T^2e_0^2/2$ give
\begin{align}
\Gamma_{\rm tun}&=\hbar\omega\,\frac{2\pi}{\hbar}\frac{g^2e_0^2}{4}\,\frac{P\tanh(\hbar\omega/2k_BT)}{\rho c_T^2e_0^2/2}
=\pi C\omega\tanh\frac{\hbar\omega}{2k_BT},
\end{align}
with $C=Pg^2/(\rho c_T^2)$. For a rough $C=3\times10^{-4}$ this is 3.2 ns$^{-1}$, over 40\% of the disorder rate. This is resonant absorption only; slower relaxation of the two-level systems is left out. The splitting $\hbar\omega/k_B$ is 29 K here, whereas the constant density $P$ is inferred mainly from experiments at much lower energies. The estimate is therefore an extrapolation and gives at most an order of magnitude. With these parameters the uncorrected disorder rate of the transverse wave exceeds the resonant tunnelling loss only above 0.43 THz; the finite range moves this to 0.44 THz and the lowered speed to 0.38 THz. The $\omega^4$ term is the leading disorder scattering at long waves, but it need not be the leading damping of the glass.

\subsection{Temperature}

Strain $e$ shifts the frequency $\Omega$ of a thermal mode, $d\ln\Omega/de=-\gamma_G$. At fixed occupation $N$ the modulus contribution is $\hbar(N+\frac12)\Omega''$. At fixed temperature it also contains $\hbar\Omega'\,dN/de$. Since $N$ depends on $\Omega/T$, $dN/d\Omega=-(T/\Omega)\,dN/dT$, and the second modulus is lower by $\gamma_G^2T\hbar\Omega\,dN/dT$. Summed over modes this is $\gamma_G^2TC_v$, where $\gamma_G^2$ now means the mean square over modes. In shear of an isotropic solid the shifts of different modes have both signs and average to zero, so the common temperature is unchanged to first order in $e$ and the fixed-temperature modulus is the relaxed one. Relaxation between the two moduli with time $\tau$ gives
\begin{equation}
\Gamma_{\rm anh}=\omega\frac{\gamma_G^2TC_v}{\rho c_T^2}\frac{\omega\tau}{1+\omega^2\tau^2}\le\frac{\omega\gamma_G^2TC_v}{2\rho c_T^2}.
\end{equation}
With $\gamma_G=1$ and five times the Debye heat capacity, a rough allowance for excess modes, the right-hand side at 10 K is 0.005 ns$^{-1}$. At 300 K, with the classical heat capacity, it is 50 ns$^{-1}$. The argument treats the wave as a slow strain acting on thermal modes, which needs $\hbar\omega\ll k_BT$. At 300 K the ratio $\hbar\omega/k_BT$ is 0.10. At 10 K it is 2.9, so the small value there is an extrapolation of the formula and does not bound the anharmonic loss of this wave. The inequality also assumes that thermal modes relax where they are. Modes that propagate can keep phase with the wave, and the factor $1/2$ can then be exceeded, up to about 1.8 for long-lived longitudinal modes; the right-hand side is a ceiling only within the local model. At 300 K anharmonic loss could exceed disorder scattering; this estimate cannot say that it does.

\subsection{Reading the result for a real glass}

The density and speeds are close to those of silica. The numbers $\gamma$ and $\xi$ are less secure, and $\Gamma\propto\gamma^2\xi^3$: a 25\% larger $\xi$ at fixed $\gamma$ nearly doubles the long-wave rate. The value 7.4 ns$^{-1}$ is thus a scale for this model, not a prediction for a given specimen.

Heat conduction suggests that the model damps too weakly for silica. The measured conductivity near 10 K is roughly $\kappa=0.1$ W/(m K). With the Debye heat capacity $C_D=1.7\times10^3$ J/(m$^3$ K) and a speed $v=4$ nm/ps, the mean free path $3\kappa/(C_Dv)$ is some 40 nm. The waves that carry most of the Debye heat capacity at 10 K have frequencies near 0.8 THz, where the $\omega^4$ law gives $505\,(0.6/0.8)^4\simeq160$ nm for the transverse wave. This comparison understates the gap, because longer waves travel much farther and carry most of the heat. Integrating the kinetic formula over the Debye spectrum, with the disorder and tunnelling rates added and the same $C$ for both polarizations, gives about 1.4 W/(m K), half of it from below 0.26 THz.

A real glass also breaks the assumption that disorder is the sole source of loss; the tunnelling estimate, if it holds at this frequency, would alone raise the model total at 10 K to about 10.6 ns$^{-1}$.

For heat conduction the power has a further consequence. With classical heat capacity, modes of density $\omega^{d-1}$ and mean free path $\omega^{-(d+1)}$ contribute $\int\omega^{-2}d\omega$, which diverges at low frequency for every $d$. In the scalar model angular weighting does not remove this: the squared vertex is even in $x$, so the factor $1-x$ in the momentum-loss rate averages as 1. Within this kinetic formula a finite conductivity needs another loss at low frequency, or a finite sample. The formula ignores localization, which cannot be neglected in one dimension: there the conductivity of a long disordered chain grows as the square root of its length for free ends, but falls with length for pinned ends.

\section*{Numbers as computed}
\begin{verbatim}
Exact ball scattering / Born law, and exponent:
  d=1: ratio 0.9977, exponent 1.999
  d=2: ratio 0.9988, exponent 2.999
  d=3: ratio 0.9992, exponent 4.000
  d=4: ratio 0.9994, exponent 5.000
Exact elastic cylinder / Born law (d=2):
  LL 0.9987, LT 0.9982, TL 0.9982, TT 0.9979
  density only: TT 0.9992, TL 0.9995
Random 2D lattice, rms modulus 0.2 (lattice units):
  w=0.3865: decay 3.175e-04, law 2.887e-04
  w=0.7606: decay 2.649e-03, law 2.200e-03
  exponent from the two decays: 3.13
Static drop of shear modulus, numeric / law:
  lambda/mu=0: 1.021
  lambda/mu=20: 1.037
Example inputs (rough, silica-like glass):
  density 2200 kg/m3; cL 5900, cT 3750 m/s
  rms dmu/mu 0.40; xi 0.40 nm; T 10 K
  frequency 0.60 THz; w 3.7699 rad/ps
  shear modulus 30.94 GPa
  correlation volume 0.3564 nm3
  W/mu^2 0.05702 nm3; qT*xi 0.402
Results:
  rates (1/ns): LL 0.583, LT 3.745, TL 0.481, TT 6.952
  total T 7.433, L 4.327 1/ns
  mean free path T 505 nm, L 1363 nm
  wavelength T 6.25 nm; rate_T/w 1.97e-03
  T rate at half frequency 0.4645 1/ns
Neglected effects:
  finite xi: T rate times 0.925
  second-order drop of cT^2: 8.1 %
  T rate with cT so lowered: times 1.33
  density rms 0.05 alone: 0.204 1/ns
  L rate if bulk modulus is uniform: 4.004 1/ns
  tunnelling states, C=3e-04: 3.175 1/ns
  disorder exceeds tunnelling above 0.431 THz
  heat capacity: 8.72e+03 J/m3K at 10 K (5 x Debye)
  classical limit 2.74e+06 J/m3K, used at 300 K
  anharmonic bound at 10 K: 0.0053 1/ns
  anharmonic bound at 300 K: 50.0849 1/ns
\end{verbatim}
